\section*{Geometry Derivatives of the Second-Quantized Hamiltonian with the Symmetric Orbital Connection}

\section{What is being differentiated}

Q: The nuclei enter the electronic Hamiltonian through their attraction to the electrons. Why should its derivative contain anything but the derivative of that attraction?

A: For the operator acting on functions of position, it does not. A finite-basis calculation, however, uses a matrix representation of that operator, and the atom-centred basis functions $\chi_\mu$ move with the nuclei. Let $x$ be one real nuclear coordinate, with $x=0$ the reference geometry. Take real orthonormal reference orbitals with coefficients $C$ and carry the coefficients along unchanged:
\begin{equation}
\phi_p(x)=\sum_\mu \chi_\mu(x)C_{\mu p},\qquad
S_{pq}(x)=\langle\phi_p|\phi_q\rangle,\qquad S(0)=1 .
\end{equation}
Let $h_{pq}(x)$ and $g_{pqrs}(x)=(pq|rs)$ be the one- and two-electron integrals over these frozen-coefficient orbitals. A superscript $(n)$ denotes the $n$th derivative at $x=0$, and a symbol without a superscript then means its value there. For example,
\begin{equation}
h^{(1)}_{pq}=\langle\phi_p^{(1)}|h|\phi_q\rangle
+\langle\phi_p|h^{(1)}|\phi_q\rangle
+\langle\phi_p|h|\phi_q^{(1)}\rangle .
\end{equation}
I use Hartree atomic units.

Q: Then put $h^{(1)}$ and $g^{(1)}$ into the second-quantized Hamiltonian and stop.

A: That fails because the operators creating electrons in $\phi_p$ obey
$[a_{p\sigma},a^\dagger_{q\tau}]_+=S_{pq}(x)\delta_{\sigma\tau}$.
Their algebra changes with geometry. Orthonormal orbitals restore a constant algebra:
\begin{equation}
\psi_p=\sum_o\phi_oT_{op},\qquad T^{\mathsf T}ST=1,\qquad T(0)=1 .
\end{equation}
An occupation-number vector at one geometry can then be identified with the vector having the same occupations at another. In this representation
\begin{equation}
H(x)=\sum_{pq}\tilde h_{pq}(x)E_{pq}
+\frac12\sum_{pqrs}\tilde g_{pqrs}(x)e_{pqrs}+V_{\rm nn}(x),
\end{equation}
where $\tilde h,\tilde g$ are integrals over $\psi_p$, $V_{\rm nn}$ is the nuclear repulsion, $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, and $e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$. The excitation operators are constant, so the whole geometry dependence sits in the integrals and $V_{\rm nn}$.

\section{Choosing the connection}

Q: Orthonormality does not determine $T$. You could rotate the orbitals differently at every geometry.

A: Yes. Write $T=1+xA+O(x^2)$ and collect the terms linear in $x$:
\begin{equation}
0=\left.\frac{d}{dx}(T^{\mathsf T}ST)\right|_0
=A^{\mathsf T}+S^{(1)}+A .
\end{equation}
The symmetric part of $A$ is therefore fixed, and its antisymmetric part is free:
\begin{equation}
A=-\frac12S^{(1)}+K,\qquad K^{\mathsf T}=-K .
\end{equation}
The symmetric connection sets $T=S^{-1/2}$. Differentiating $TST=1$ gives $2T^{(1)}+S^{(1)}=0$, so $K=0$.

Q: Is that more than a convenient way to remove an unknown?

A: It is the choice that changes the frozen orbitals least. Any allowed matrix is $T=S^{-1/2}U$ with $U$ orthogonal. For $N$ orbitals the summed squared distance is
\begin{align}
d&=\sum_p\|\psi_p-\phi_p\|^2
=\mathrm{Tr}[(T-1)^{\mathsf T}S(T-1)]\nonumber\\
&=N+\mathrm{Tr}\,S-2\,\mathrm{Tr}(S^{1/2}U).
\end{align}
Let $S^{1/2}$ have eigenvectors $v_k$ and positive eigenvalues $s_k$. Then $\mathrm{Tr}(S^{1/2}U)=\sum_ks_kv_k^{\mathsf T}Uv_k\le\sum_ks_k$, since an orthogonal matrix preserves length. Equality requires $Uv_k=v_k$ for every $k$, hence $U=1$.

\section{The first derivative}

Q: Now show where the factor of one half goes. A two-electron integral has four indices, not two.

A: Every index receives its own factor. For the one-electron integrals,
\begin{equation}
\tilde h_{pq}=\sum_{or}T_{op}h_{or}T_{rq}.
\end{equation}
At $x=0$, $T=1$ and $T^{(1)}=-\frac12S^{(1)}$. The product rule gives
\begin{equation}
\tilde h^{(1)}_{pq}=h^{(1)}_{pq}
-\frac12\sum_o\left(S^{(1)}_{op}h_{oq}+S^{(1)}_{oq}h_{po}\right).
\end{equation}
For two electrons there are four such terms:
\begin{align}
\tilde g^{(1)}_{pqrs}=g^{(1)}_{pqrs}-\frac12\sum_o\big(
&S^{(1)}_{op}g_{oqrs}+S^{(1)}_{oq}g_{pors}\nonumber\\
&+S^{(1)}_{or}g_{pqos}+S^{(1)}_{os}g_{pqro}\big).
\end{align}
Let $\{A,M\}$ denote the sum, over all indices of $M$, of the transformation of that index alone by $A$. Thus $\{A,h\}_{pq}=\sum_o(A_{op}h_{oq}+A_{oq}h_{po})$. Both results become
\begin{equation}
\boxed{\tilde M^{(1)}=M^{(1)}-\frac12\{S^{(1)},M\},\qquad M=h,g,}
\end{equation}
and the Hamiltonian derivative is
\begin{equation}
H^{(1)}=\sum_{pq}\tilde h^{(1)}_{pq}E_{pq}
+\frac12\sum_{pqrs}\tilde g^{(1)}_{pqrs}e_{pqrs}+V_{\rm nn}^{(1)} .
\end{equation}

Q: Give me a case simple enough to judge by eye.

A: Take one orbital. Normalization divides $h$ by $S$ and $g$ by $S^2$. At $S=1$ the derivatives are $h^{(1)}-S^{(1)}h$ and $g^{(1)}-2S^{(1)}g$, as the boxed formula says. If the basis functions do not move, $S^{(1)}=0$ and $g^{(1)}=0$. The electronic part of $H^{(1)}$ then contains only the derivative of the nuclear attraction, which is the answer you first expected; the nuclear repulsion adds $V_{\rm nn}^{(1)}$.

Q: And in a molecule? Perhaps the correction is negligible.

A: Consider planar trans-butadiene in the STO-3G basis, with chosen angles of $120^\circ$ and C=C, central C--C and C--H distances of 2.5, 2.8 and 2.05 bohr. Let $x$ lengthen the central bond by moving the two rigid halves apart. For the highest occupied $\pi$ orbital $p$ from Hartree--Fock, analytic derivative integrals give
\begin{equation}
\tilde h^{(1)}_{pp}=-0.3210+0.8842=0.5631\ \text{hartree/bohr},
\end{equation}
where the unrounded terms give the last digit. The connection reverses the sign. Most of it is normalization: with $S^{(1)}_{pp}=0.08248$ bohr$^{-1}$ and $h_{pp}=-9.985$ hartree, the diagonal part $-S^{(1)}_{pp}h_{pp}$ is $0.8236$ hartree/bohr. Mixing with other orbitals supplies the remaining $0.0606$. For the repulsion integral,
\begin{equation}
\tilde g^{(1)}_{pppp}=0.0409-0.0594=-0.0185\ \text{hartree/bohr}.
\end{equation}

Q: Why does stretching a bond increase the norm of this orbital?

A: Overlaps within each rigid half are constant. Those between parallel $2p_z$ functions on different halves are positive and fall as the halves separate. A positive $S^{(1)}_{pp}$ therefore requires predominantly opposite coefficient signs across the central bond. The orbital is antibonding there, and stretching weakens its negative overlap contribution.

\section{Second derivatives}

Q: For a force constant, may I simply apply the boxed formula twice?

A: No. It was evaluated at $S=1$, and differentiation must precede that evaluation. A compact route writes $T=e^t$ with $t=-\frac12\ln S$. Transformations of different indices commute, and repeated action on one index multiplies powers of $t$. Transforming all indices of $M$ therefore gives
\begin{equation}
\tilde M=M(x)+\{t,M(x)\}+\frac12\{t,\{t,M(x)\}\}+\cdots .
\end{equation}
From $S=1+xS^{(1)}+\frac12x^2S^{(2)}+\cdots$ and $\ln(1+X)=X-\frac12X^2+\cdots$,
\begin{equation}
t=-\frac x2S^{(1)}+\frac{x^2}{4}
\left(S^{(1)}S^{(1)}-S^{(2)}\right)+O(x^3).
\end{equation}
Insert this and $M(x)=M+xM^{(1)}+\frac12x^2M^{(2)}+\cdots$. The coefficient of $x^2$ is
\begin{align}
\frac12\tilde M^{(2)}={}&\frac12M^{(2)}-\frac12\{S^{(1)},M^{(1)}\}
+\frac14\{S^{(1)}S^{(1)}-S^{(2)},M\}\nonumber\\
&+\frac18\{S^{(1)},\{S^{(1)},M\}\}.
\end{align}
Multiplication by two yields
\begin{align}
\tilde M^{(2)}={}&M^{(2)}-\{S^{(1)},M^{(1)}\}
-\frac12\{S^{(2)},M\}\nonumber\\
&+\frac14\{S^{(1)},\{S^{(1)},M\}\}
+\frac12\{S^{(1)}S^{(1)},M\}.
\end{align}
For one orbital the last two terms of $\tilde h^{(2)}$ are each $(S^{(1)})^2h$. Their sum is the $2(S^{(1)})^2h$ found by differentiating $h/S$ twice.

For the butadiene orbital, with $S^{(2)}$ and $h^{(2)}$ obtained from five-point differences of step 0.01 bohr, the terms in the order above give, in hartree/bohr$^2$,
\begin{equation}
0.7281+0.2581-0.7603-0.2016-0.2018=-0.1774
\end{equation}
after rounding the unrounded sum. This is an integral derivative; a molecular force constant also needs the first-order response of the wave function.

\section{If another connection is chosen}

Q: My orbitals may carry a different $K$. Is my Hamiltonian derivative then wrong?

A: It is a different representation derivative. Its extra integrals are $\{K,h\}$ and $\{K,g\}$. To identify the operator they form, define $\hat K=\sum_{pq}K_{pq}E_{pq}$. The anticommutation rules give
\begin{equation}
[a^\dagger_{p\sigma},\hat K]=-\sum_oK_{op}a^\dagger_{o\sigma},
\qquad
[a_{q\sigma},\hat K]=\sum_oK_{qo}a_{o\sigma}.
\end{equation}
Since $-K_{op}=K_{po}$, each old index $p$ is replaced by a new index $o$ with weight $K_{po}$, for creation and annihilation operators alike. This is the one-index transformation. Applying the product rule for commutators to every factor in $H$ gives
\begin{equation}
\sum_{pq}\{K,h\}_{pq}E_{pq}
+\frac12\sum_{pqrs}\{K,g\}_{pqrs}e_{pqrs}=[H,\hat K].
\end{equation}
If $H|\Psi\rangle=E|\Psi\rangle$ in the full-CI space of the rotated orbitals, then
$\langle\Psi|[H,\hat K]|\Psi\rangle=(E-E)\langle\Psi|\hat K|\Psi\rangle=0$.
The first derivative of that energy does not depend on $K$. Truncated coupled cluster lacks this protection in general.

Q: Does $K=0$ at least mean that the orbitals do not rotate in physical space?

A: No. Since $\psi_q^{(1)}=\phi_q^{(1)}-\frac12\sum_o\phi_oS^{(1)}_{oq}$ and $S^{(1)}_{pq}=\langle\phi_p^{(1)}|\phi_q\rangle+\langle\phi_p|\phi_q^{(1)}\rangle$,
\begin{equation}
\langle\psi_p|\psi_q^{(1)}\rangle
=\frac12\left(\langle\phi_p|\phi_q^{(1)}\rangle
-\langle\phi_p^{(1)}|\phi_q\rangle\right).
\end{equation}
This antisymmetric matrix need not vanish. A derivative coupling $\langle\Psi_m|\Psi_n^{(1)}\rangle$ therefore contains $\sum_{pq}\langle\psi_p|\psi_q^{(1)}\rangle\langle\Psi_m|E_{pq}|\Psi_n\rangle$ besides the change of the configuration coefficients. $H^{(1)}$ alone does not supply that term.

\section{From the Hamiltonian to a gradient}

Q: In Hartree--Fock theory I know an overlap term containing orbital energies. Where is it?

A: It is the connection term. For doubly occupied orbitals $i,j$,
\begin{equation}
E_{\rm HF}=2\sum_ih_{ii}+\sum_{ij}(2g_{iijj}-g_{ijji})+V_{\rm nn}.
\end{equation}
Replace each integral by its connection correction. The two indices of $h_{ii}$ contribute equally. So do the four of the two-electron part, after relabelling $i,j$ and using the symmetry of real integrals. Hence
\begin{align}
E_{\rm conn}&=-2\sum_{io}S^{(1)}_{io}\Big[h_{oi}
+\sum_j(2g_{oijj}-g_{ojji})\Big]\nonumber\\
&=-2\sum_{io}S^{(1)}_{io}F_{oi}
=-2\sum_i\varepsilon_iS^{(1)}_{ii},
\end{align}
because canonical orbitals make the Fock matrix $F$ diagonal. Orbital rotations add nothing at first order, since the energy is stationary to them. In the example the gradient is $0.17055-0.17779=-0.00724$ hartree/bohr. Without the connection even its sign would be wrong.

Q: Coupled cluster is not variational. You cannot ignore the amplitude response on the same grounds.

A: Use a functional that is stationary. Let $|0\rangle$ be the reference determinant, $T_{\rm c}=\sum_\mu t_\mu\tau_\mu$ the cluster operator, and $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$. Define
\begin{equation}
L=\langle0|(1+\Lambda)e^{-T_{\rm c}}He^{T_{\rm c}}|0\rangle .
\end{equation}
The conditions $\partial L/\partial\lambda_\mu=0$ are the amplitude equations, and under them $L=E$. The conditions $\partial L/\partial t_\mu=0$ determine $\Lambda$. In the chain rule both parameter responses are multiplied by zero, leaving
\begin{equation}
E^{(1)}_{\rm fixed}
=\langle0|(1+\Lambda)e^{-T_{\rm c}}H^{(1)}e^{T_{\rm c}}|0\rangle .
\end{equation}
``Fixed'' means that the orbitals follow the symmetric connection and are not reoptimized.

Q: But I do reoptimize them at each geometry.

A: Then add the rotation that keeps them Hartree--Fock orbitals. With $a,b$ virtual, set $K_{ai}=\kappa_{ai}$ and $K_{ia}=-\kappa_{ai}$. The condition is that $F_{ai}$ stays zero. Three changes must cancel:

\begin{itemize}
\item The integral derivatives give $\tilde F^{(1)}_{ai}=\tilde h^{(1)}_{ai}+\sum_j(2\tilde g^{(1)}_{aijj}-\tilde g^{(1)}_{ajji})$.
\item Rotating the outer indices gives $K_{ia}\varepsilon_i+\varepsilon_aK_{ai}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}$.
\item Each occupied $j$ inside the mean field gains $\sum_b\phi_b\kappa_{bj}$. Replacing its two occurrences in turn gives $2g_{aibj}+2g_{aijb}-g_{abji}-g_{ajbi}$ times $\kappa_{bj}$.
\end{itemize}
For real orbitals the condition becomes
\begin{equation}
(\varepsilon_a-\varepsilon_i)\kappa_{ai}
+\sum_{bj}(4g_{aibj}-g_{abij}-g_{ajib})\kappa_{bj}
=-\tilde F^{(1)}_{ai}.
\end{equation}
Its solution adds $\{K,h\}$ and $\{K,g\}$ to the derivative integrals. If the response matrix on the left is singular, as at the onset of an instability towards other real, doubly occupied orbitals, a solution may not exist, and one that exists is not unique. When all orbitals are correlated, CCSD needs no occupied--occupied or virtual--virtual rotation, because its complete sets of singles and doubles are unchanged as spaces by such rotations. When some orbitals are frozen, rotations between frozen and correlated orbitals do change the energy and must be included, unless symmetry forbids them, as it does for the $\sigma$ and $\pi$ orbitals in the example below.

Q: How large is this last correction?

A: In butadiene I correlate the four $\pi$ electrons in the four $\pi$ orbitals of the basis. The thirteen doubly occupied $\sigma$ orbitals form a mean-field core:
\begin{equation}
f_{pq}=h_{pq}+\sum_c(2g_{pqcc}-g_{pccq}),\qquad
E_{\rm core}=\sum_c(h_{cc}+f_{cc}).
\end{equation}
Both are linear in $h,g$, so the same formulas reduce the derivative integrals. The planar displacement does not mix $\sigma$ with $\pi$, but $\kappa$ includes relaxation of the core. Solving the CCSD, $\Lambda$ and orbital equations gives
\begin{center}
\begin{tabular}{lr}
Contribution & hartree/bohr\\
\hline
Derivative integrals and nuclei & $0.16317$\\
Symmetric connection & $-0.17299$\\
Hartree--Fock orbital rotation & $0.00069$\\
Relaxed total & $-0.00912$
\end{tabular}
\end{center}
where the total is rounded from unrounded terms. The fixed-orbital value is $-0.00982$, so the rotation changes the gradient by about 8\% relative to the relaxed total. Five-point differences of energies recomputed with new Hartree--Fock orbitals also give $-0.00912$. The negative sign means that the energy falls as the central bond lengthens from this geometry. The corresponding generalized force is $+0.75$ nN towards longer bonds.

Q: Is that a reliable force for real butadiene?

A: No such accuracy follows from the derivative being correct. This model correlates the $\pi$ electrons only with one another, so it omits correlation among the $\sigma$ electrons and between $\sigma$ and $\pi$ electrons, and it uses a minimal basis. Correlating all 22 valence electrons with CCSD in the same basis already moves the gradient from $-0.0091$ to $-0.0258$ hartree/bohr, a force of about 2.1 nN. The basis has not been converged, so neither the size nor the sign should be carried over to the real molecule. Even within the $\pi$ space CCSD is approximate: its energy is $0.00021$ hartree above full CI at the reference geometry. For a rotation between the lowest and third $\pi$ orbitals, the CCSD energy slope has magnitude $5.5\times10^{-4}$ hartree/rad. The full-CI slope is zero to rounding error, as the commutator argument requires. The connection, together with the orbital rotation when the orbitals are reoptimized, supplies the correct derivative of the chosen model; it does not repair the model.
